# Jacobi and conjugate-gradient solution of the linearised electron-phonon Boltzmann equation, part 2

The linearised electron-phonon Boltzmann equation is solved on states $i=1,\dots,N$ of equal weight $s$ (per area and spin), energy $\varepsilon_i$ and velocity $v_i$ along the drive. The electron charge is $-e$, $\beta=1/k_BT$, $f_i=[e^{\beta(\varepsilon_i-\mu)}+1]^{-1}$, $w_i=f_i(1-f_i)$. Equilibrium phonons have energy $\hbar\omega$ and occupation $n_B=[e^{\beta\hbar\omega}-1]^{-1}$; fluxes of several branches add. The rate from $i$ to $j$ (emission, then absorption) is

$$W_{ij}=C_{ij}\left[(n_B+1)\,\delta(\eta_{ij})+n_B\,\delta(\eta_{ji})\right],\qquad \eta_{ij}=\varepsilon_i-\varepsilon_j-\hbar\omega ,$$

where $C_{ij}=C_{ji}$ is $2\pi|g_{ij}|^2/\hbar$ times the final-state weight. Plain smearing replaces $\delta$ by $G(\eta)=e^{-\eta^2/2\sigma^2}/(\sigma\sqrt{2\pi})$. The flux is $P_{ij}=W_{ij}f_i(1-f_j)$, with

$$\frac{P^{\rm em}_{ij}}{P^{\rm abs}_{ji}}=\frac{(n_B+1)f_i(1-f_j)}{n_Bf_j(1-f_i)}=e^{\beta\hbar\omega}e^{-\beta(\varepsilon_i-\varepsilon_j)}=e^{-\beta\eta_{ij}} .\tag{3}$$

For occupations $F=f+w\phi$ the collision term $\mathcal C_i[F]=\sum_j[W_{ji}F_j(1-F_i)-W_{ij}F_i(1-F_j)]$ changes by $-A\phi$,

$$A_{ii}=D_i=\sum_j\left[P_{ij}(1-f_i)+P_{ji}f_i\right],\qquad A_{ij}=-\left[P_{ji}(1-f_j)+P_{ij}f_j\right]\quad(i\ne j).\tag{1}$$

Here $D_i=w_i/\tau_i$, and $\mathbf 1^TA=0$ always ($\mathbf 1$: vector of ones). With $b_1=vw$, $b_2=v(\varepsilon-\mu)w$, $Ax_a=b_a$, $L_{ab}=b_a^Tx_b$, the conductivity, Seebeck and Peltier coefficients are

$$\sigma_c=2e^2\beta sL_{11},\qquad S=-\frac{L_{12}}{eTL_{11}},\qquad \Pi=-\frac{L_{21}}{eL_{11}} .\tag{2}$$

The Kelvin relation $\Pi=TS$ means $L_{12}=L_{21}$, guaranteed by $A=A^T$.

If $P=P^T$, $A$ is a graph Laplacian. $\tilde A=D^{-1/2}AD^{-1/2}$ has eigenvectors $U_k$ and eigenvalues $\lambda_k\in[0,2]$: one $0$ per connected component, one $2$ per bipartite component. With exact conservation, level spacing $\Delta$ and $\hbar\omega=M\Delta$, there are $M$ bipartite ladders $\ell$.

Jacobi iterates $x_{n+1}=x_n+\gamma D^{-1}r_n$, $r_n=b-Ax_n$, $x_0=0$; its first iterate at $\gamma=1$ is SERTA. On ladders, $r^TD^{-1}r$ stalls at $\sum_\ell(\sum_{i\in\ell}t_ib_i)^2/\sum_{i\in\ell}D_i$, $t_i=\pm1$ alternating by rung. For $A=A^T$, with $c_k=U_k^TD^{-1/2}b$, $y_n=x_*-x_n$ ($x_*$ exact), $L=b^Tx_*$ and extreme excited eigenvalues $\lambda_\pm$, Jacobi at $\gamma=1$ obeys

$$b^Tx_n=\sum_kc_k^2\,\frac{1-(1-\lambda_k)^n}{\lambda_k},\qquad \|D^{1/2}y_n\|\le\rho^n\|D^{1/2}y_0\|,\qquad\rho=\max(|1-\lambda_-|,|1-\lambda_+|).\tag{4}$$

$D$-preconditioned CG, with search directions $p_n$, $\|y\|_A^2=y^TAy$, $\kappa=\lambda_+/\lambda_-$, $\xi=(\sqrt\kappa-1)/(\sqrt\kappa+1)$, obeys

$$\|y_n\|_A^2=L-2b^Tx_n+x_n^TAx_n=L-b^Tx_n ,\tag{5}$$

$$\|y_n\|_A\le2\xi^n\|y_0\|_A,\qquad L-b^Tx_n\le4\xi^{2n}L .\tag{6}$$

If $B=\sum_ib_i\ne0$ on a connected graph, CG diverges and Jacobi drifts (unless a $\lambda=2$ mode is excited):

$$b^Tx_n\to n\,\frac{B^2}{\sum_iD_i}+\sum_{k>0}\frac{c_k^2}{\lambda_k}.\tag{7}$$

The zero mode is $U_0=D^{1/2}\mathbf 1/(\sum D)^{1/2}$. The cure is $b^\perp=b-wB/\sum w$ and $x\to x-\mathbf 1(w^Tx)/\sum w$; for $b_1$, $\bar v=B/\sum w$.

## 5. What plain Gaussian smearing breaks

Now $\eta_{ij}\ne0$ in (3). Using $\sqrt{n_B(n_B+1)}=1/[2\sinh(\beta\hbar\omega/2)]$ and $\sqrt{w_i}=1/[2\cosh u_i]$ with $u_i=\beta(\varepsilon_i-\mu)/2$, the geometric mean of the two fluxes is

$$\bar P_{ij}=\sqrt{P^{\rm em}_{ij}P^{\rm abs}_{ji}}=\frac{C_{ij}\,G(\eta_{ij})}{2\sinh(\beta\hbar\omega/2)\;4\cosh u_i\cosh u_j},\tag{8}$$

and by (3) $P^{\rm em}_{ij}=\bar P_{ij}e^{-\beta\eta_{ij}/2}$, $P^{\rm abs}_{ji}=\bar P_{ij}e^{\beta\eta_{ij}/2}$. With $K_{ij}=P^{\rm em}_{ij}-P^{\rm abs}_{ji}=-2\sinh(\beta\eta_{ij}/2)\bar P_{ij}$ and $P=P^{\rm em}+P^{\rm abs}$, one has $P-P^T=K-K^T$. Subtracting the off-diagonal elements in (1),

$$A_{ij}-A_{ji}=P_{ij}(1-f_i-f_j)-P_{ji}(1-f_i-f_j)=(K_{ij}-K_{ji})(1-f_i-f_j).\tag{9}$$

The diagonal of the right side vanishes, so by $\mathbf 1^TA=0$ the row sums of $A$ are those of (9) and need not vanish.

The Fermi function is no longer stationary: $\mathcal C_i[f]=\sum_j(K_{ji}-K_{ij})$. Relabelling the first sum, the energy of the electrons changes at the rate

$$\sum_i\varepsilon_i\mathcal C_i[f]=\sum_{ij}(\varepsilon_i-\varepsilon_j)\,2\sinh(\beta\eta_{ij}/2)\,\bar P_{ij},$$

although the phonons have the same temperature. The sign is not fixed. For nondegenerate carriers in a flat band with constant $C$ and $\varepsilon_j\ge0$, summing over $\varepsilon_j$ at fixed $\eta$ leaves the weight $(\hbar\omega+\eta)e^{-\beta\eta/2}$ multiplying $\beta\eta\,G(\eta)$. For $\sigma\ll k_BT,\hbar\omega$ the rate is then proportional to the slope of this weight, $1-\beta\hbar\omega/2$, which means a gain for $\hbar\omega<2k_BT$ and a loss above. Solving $Ax=b$ silently drops this zeroth-order term.

The Kelvin relation fails. From $L_{12}=x_1^TA^Tx_2$, $L_{21}=x_1^TAx_2$ and (9), relabelling the $K_{ji}$ term,

$$L_{12}-L_{21}=\sum_{ij}2\sinh(\beta\eta_{ij}/2)\,\bar P_{ij}(1-f_i-f_j)\,(x_{1,i}x_{2,j}-x_{1,j}x_{2,i}).$$

On a grid that resolves $\sigma$ and for $\beta\sigma\ll1$ this is $\int\beta\eta\,G(\eta)h(\eta)\,d\eta$, where $h$ collects the remaining factors. Since $\eta G=-\sigma^2G'$, integration by parts gives $\beta\sigma^2\int Gh'\,d\eta$, of order $\sigma^2$ where $h$ is smooth. A step of $x_a$ at an emission threshold affects an energy range of width $\sigma$ with $\eta\sim\sigma$, which by this estimate is again of order $\sigma^2$.

CG loses conjugacy at the step that used $A^T=A$, and (5) and (6) go with it. Jacobi survives. For $\gamma=1$ the residual obeys $r_{n+1}=(1-AD^{-1})r_n$, and $1-AD^{-1}$ has non-negative entries $-A_{ij}/D_j$, zero diagonal and unit column sums. If all off-diagonal entries are positive and $N\ge3$, its square is positive, and the Perron-Frobenius theorem makes the eigenvalue 1 simple, with a positive eigenvector and all other eigenvalues of smaller modulus. Its left eigenvector is $\mathbf 1$, so a residual with $\mathbf 1^Tr=0$ decays. The right null vector $u>0$ of $A$ is not constant when the row sums are nonzero. If $A$ commutes with $k\to-k$, the unique positive $u$ is even and $b^Tu=0$.

The true stationary state has a closed form for a flat density of states, constant $C$ and nondegenerate carriers, far from the ends of the window. Try $F\propto e^{-\beta^*\varepsilon}$. The rate out is proportional to $2n_B+1$. Emitters sit at $\varepsilon+\hbar\omega+\eta$ and absorbers at $\varepsilon-\hbar\omega-\eta$, and $\int G\,e^{\pm\beta^*\eta}d\eta=e^{\beta^{*2}\sigma^2/2}$, so

$$H(\beta^*)\,e^{\beta^{*2}\sigma^2/2}=2n_B+1,\qquad H(z)=(n_B+1)e^{-z\hbar\omega}+n_Be^{z\hbar\omega}.\tag{10}$$

The root $\beta^*=0$ carries a net particle flux down the energy axis, since emission outweighs absorption, and closed ends exclude it. At $z=\beta$ the two terms of $H$ equal $n_B$ and $n_B+1$, so $H(\beta)=2n_B+1=\coth(\beta\hbar\omega/2)$ and $H'(\beta)=\hbar\omega[(n_B+1)-n_B]=\hbar\omega$. To order $\sigma^2$, $\hbar\omega(\beta^*-\beta)+(2n_B+1)\beta^2\sigma^2/2=0$, or

$$\frac{T^*}{T}-1\simeq\frac{\sigma^2\coth(\beta\hbar\omega/2)}{2k_BT\,\hbar\omega}.\tag{11}$$

For $\hbar\omega\ll k_BT$ this becomes $\sigma^2/(\hbar\omega)^2$, so soft phonons need $\sigma\ll\hbar\omega$, and $\sigma\ll k_BT$ is not sufficient.

## 6. Symmetrisation, pseudocode and cost

Replace both fluxes of each pair by their geometric mean, $P^s=\bar P+\bar P^T$. In rates this multiplies emission by $e^{\beta\eta/2}$ and absorption by $e^{-\beta\eta/2}$. Then $P^s$ is symmetric, $\mathcal C[f]=0$, $A$ is a Laplacian, and Sections 2 to 4 and $\Pi=TS$ hold at any $\sigma$. The arithmetic mean would also be symmetric and differs by $\cosh(\beta\eta/2)$, so the choice is not unique. In the flat model the total rate gains the factor $\int Ge^{\pm\beta\eta/2}d\eta=e^{\beta^2\sigma^2/8}$. The smearing error of $\sigma_c$ remains and must still be converged.

```
for each pair i,j and branch:  Pbar[i,j] += eq. (8)
P = Pbar + Pbar^T;  P[i,i] = 0;  D = row sums of P
drop states with D = 0;  find connected components of P
b = v*w;  on each component b -= w*sum(b)/sum(w)
apply(x) = D*x - P x
x = 0; r = b; z = r/D; p = z; rz = rz0 = r.z
while rz > tol^2 * rz0:
    Ap = apply(p); a = rz/(p.Ap)
    x += a*p; r -= a*Ap; z = r/D
    new = r.z; p = z + (new/rz)*p; rz = new
on each component x -= (w.x)/sum(w)
sigma_c = 2 e^2 beta s (b.x)
```

Jacobi replaces the loop by `x += gamma*(b - apply(x))/D`. Both methods cost one product with $P$ per step, $O(NZ)$ for $Z$ retained partners per state and $O(N^2)$ when dense. CG adds two inner products and the search vector. A direct solution costs $O(N^3)$.

Further failure modes follow from the derivations. $D$ must be summed from the same $P$ that is applied, or $\mathbf 1^TA=0$ is lost; this happens if $\tau_i$ includes final states outside the window. A truncation of $G$ must be applied to $\bar P$, so that a pair is kept or dropped in both directions. If $\sigma$ is well below the level spacing, the graph nearly disconnects and small $\lambda_k$ appear. In the model of Section 7 the gap is still 0.12 at $\sigma=\Delta/2$, while four eigenvalues drop to between $4\times10^{-4}$ and $1.3\times10^{-3}$ at $\sigma=\Delta/4$. These modes are nearly constant on each ladder and hence even, so on an inversion-symmetric grid the odd sources $b_{1,2}$ do not excite them. Iterating CG far below rounding level lets an accumulated $\mathbf 1^Tr\ne0$ act as $B$, which re-projecting $r$ prevents. The monotonic rise of $b^Tx_n$ holds in exact arithmetic. A clear fall in the early steps, well before the residual reaches rounding level, points to an operator that is asymmetric or not positive semidefinite; later falls can come from the accumulated $\mathbf 1^Tr$ alone.

## 7. Worked example

The model is a parabolic band with round parameters: $m=0.5\,m_e=4.555\times10^{-31}$ kg, cell area $A_c=10^{-19}$ m², $\hbar\omega=20$ meV, $|g|^2=g_0^2/(1+q^2/q_s^2)$ with $q=|\mathbf k_i-\mathbf k_j|$, $g_0=200$ meV, $q_s=3\times10^8$ m⁻¹, $T=300$ K, $\mu$ at the band bottom and a window of 240 meV. Then $k_BT=25.852$ meV and $n_B=0.8564$. The density of states $m/2\pi\hbar^2$ is constant, so a polar grid of 60 midpoint energies ($\Delta=4$ meV) and $N_\theta=20$ angles has equal weights $s=m\Delta/(2\pi\hbar^2N_\theta)=2.089\times10^{14}$ m⁻², and $C_{ij}=(2\pi/\hbar)|g|^2A_cs$. The width is $\sigma=5$ meV, $\beta\sigma=0.1934$. The exact delta is represented by $1/\Delta$ at $\eta=0$.

The coupling is even in the angle difference, so $A$ maps $X(\varepsilon)\cos\theta$ to the same form, and $b_{1,2}$ excite only this sector. As a check of (2), constant coupling removes in-scattering because $\sum\cos\theta=0$. Then $x=v\tau$, the angular mean of $v^2$ is $\varepsilon/m$, and $\sigma_c=(e^2\beta/\pi\hbar^2)\int\varepsilon w\tau\,d\varepsilon$. Final states below contribute $(n_B+1)(1-f)+n_Bf$ and those above $n_B(1-f)+(n_B+1)f$, so $1/\tau=\Gamma[n_B+1-f(\varepsilon-\hbar\omega)]+\Gamma[n_B+f(\varepsilon+\hbar\omega)]$, each term present only if its final state is in the window, with $\Gamma=g_0^2A_cm/\hbar^3=3.988\times10^{13}$ s⁻¹. Quadrature gives $2.349\times10^{-5}$ S, and the grid at $\Delta=0.5$ meV is tested against it to $2\times10^{-4}$ relative. This case checks the formula only: $\hbar\Gamma=26$ meV is about $k_BT$, $\hbar/\tau$ is about 28 to 68 meV for states between 5 and 60 meV, and $\sigma_c\approx0.6\,e^2/h$, which lies outside the regime of the Boltzmann equation.

With the exact delta, $M=20/4=5$ modes sit at 0 and 5 at 2. A random even source stalls plain Jacobi at 0.862 of its initial residual, as the ladder formula predicts, and $\gamma=2/3$ converges. The symmetrised operator has one zero mode, a gap of 0.1214 and a largest eigenvalue of 1.763. Its $\cos\theta$ sector spans 0.2834 to 1.5385, so $\rho=1-0.2834=0.7166$, $\kappa=1.5385/0.2834=5.429$ and $\xi=1.330/3.330=0.3994$.

The direct result is $\sigma_c=3.8202\times10^{-4}$ S. With density $3.7409\times10^{16}$ m⁻² the mobility is $3.8202\times10^{-4}/(3.7409\times10^{16}\,e)=0.06374$ m²/(V s), or 637 cm²/(V s). SERTA gives $1.4162\times10^{-4}$ S, a fraction 0.371 of it. The digits belong to this grid and window. A converged angular sum with $\Delta=0.5$ meV gives $3.8155\times10^{-4}$ S, 636 cm²/(V s) and a fraction 0.372. A converged angular sum with a 400 meV window at $\Delta=4$ meV gives $3.837\times10^{-4}$ S and 640 cm²/(V s). With the $q$-dependent coupling $\hbar/\tau$ is about 6 to 13 meV for states between 5 and 60 meV, which is not small against $k_BT$ or $\hbar\omega$, so the example tests the solvers and does not stand for a material. After five steps Jacobi has $3.38816\times10^{-4}$ S and CG $3.82005\times10^{-4}$ S, low by 11% and by $4\times10^{-5}$ relative to $3.82021\times10^{-4}$ S; the bound (6) for the latter is $4\xi^{10}=4\times10^{-4}$. For a relative residual of $10^{-8}$ the factor $\rho^n$ guarantees convergence once $n>\ln10^{-8}/\ln0.7166=55.3$. Jacobi took 54 steps and CG 14.

Distorting the angles by $\theta\to\theta+0.1\sin\theta$ at unchanged weights gives $\bar v=-7230$ m/s and a drift of $5.914\times10^{-7}$ S per Jacobi step. After 400 steps the estimate is $6.1786\times10^{-4}$ S, of which $400\times5.91425\times10^{-7}=2.3657\times10^{-4}$ S is drift. The remainder, $3.813\times10^{-4}$ S, is the second term of (7). It belongs to the source with $U_0$ removed, $b-D\mathbf 1B/\sum D$, and so need not equal the $w$-projected value $3.8300\times10^{-4}$ S, which CG reaches in 24 steps at tolerance $10^{-9}$. Unprojected CG exceeded that value by a factor of $10^{13}$ to $10^{14}$ within 40 steps; the exact figure depends on rounding and changes with the ordering of the states.

With plain smearing the row sums reach 0.047 of $D_i$, the right null vector varies by a factor 1.47 over the window, and the Fermi distribution absorbs $2.86\times10^{-10}$ W per electron. Jacobi converges to $3.8546\times10^{-4}$ S, 0.9% above the symmetrised value. The first five CG directions lose conjugacy at the level 0.026 in normalised $p_i^TAp_j$. CG did not diverge here: after 14 steps its relative residual was $2.0\times10^{-6}$, against below $10^{-8}$ for the symmetric operator. The guarantees are lost, and in this case the visible cost is slower convergence. The Kelvin relation reads $TS=-0.07298$ V against $\Pi=-0.07343$ V, so $TS/\Pi-1=-0.0062$. Symmetrised, both are $-0.07269$ V and $S=-0.07269/300=-2.423\times10^{-4}$ V/K. $S$ is more sensitive to the window than $\sigma_c$: with a 400 meV window and a converged angular sum it is $-2.454\times10^{-4}$ V/K.

In the $\cos\theta$ sector at $\Delta=0.5$ meV the exact delta gives $3.9534\times10^{-4}$ S for $N_\theta=20$ and the 240 meV window ($3.9530\times10^{-4}$ S with a converged angular sum, $3.970\times10^{-4}$ S if the window is also widened to 400 meV). The columns headed plain and symmetrised below are errors of $\sigma_c$ relative to it.

| $\sigma$ (meV) | plain | symmetrised | $TS/\Pi-1$, plain |
|---|---|---|---|
| 1 | −0.0092 | −0.0095 | −0.00025 |
| 2 | −0.0165 | −0.0179 | −0.00101 |
| 4 | −0.0247 | −0.0303 | −0.00397 |

The Kelvin violation has exponent 1.98 between 1 and 2 meV, and scaling the last entry by $(5/4)^2$ gives $-0.0062$, as on the coarse grid. The symmetrised conductivity is slightly farther from the exact-delta value than the plain one in this model. Both errors grow by a factor 1.8 to 1.9 from 1 to 2 meV, closer to linear than to quadratic. Most of this comes from rounding the step of $1/\tau$ at the emission threshold over a width $\sigma$. Setting $G(\eta_{ij})$ to zero for $\varepsilon_i<\hbar\omega$, and normalising it to unit weight over final states for $\varepsilon_i>\hbar\omega$, reduces the plain error at 1 meV from $-0.0092$ to $-0.0014$. The remainder is still roughly linear in $\sigma$ at small $\sigma$.

For the flat nondegenerate chain, (11) gives $25\times2.7129/(2\times25.852\times20)=0.0656$, with $2n_B+1=2.7129$, so $T^*\simeq319.7$ K. The null vector of the rate matrix has 319.6 K, matching the root of (10), and 300 K after symmetrisation, where the rate factor is $e^{0.1934^2/8}=1.0047$. The numerical check accompanying this text asserts (1) against differences of the nonlinear collision term, (4) to (6) and (8) to (10) against direct solution, diagonalisation or explicit sums, the drift term of (7) against the Jacobi increments, and (11) against the root of (10) at $\sigma=0.5$ meV to 1%. The constant term of (7) is not tested.

## Computed values

```
m = 4.55469e-31 kg
kT = 25.852 meV
phonon occupation n = 0.856435
rate scale g0^2 A m/hbar^3 = 3.9876e+13 1/s
state weight s = 2.08866e+14 1/m^2
density = 3.74087e+16 1/m^2
beta*sigma = 0.193409
max |row sum|/D, plain smearing = 0.0468753
spurious power per electron at f0 = 2.85755e-10 W
right null vector max/min, plain = 1.46967
exact delta: modes at 0 and at 2, each = 5
symmetrised: gap = 0.121422
symmetrised: lambda max = 1.76271
stalled relative residual, bipartite = 0.861766
cos sector lambda min = 0.283388
cos sector lambda max = 1.53853
Jacobi rho = 0.716612
kappa = 5.42904
CG factor = 0.399405
sigma_c SERTA (Jacobi 1) = 0.000141622 S
sigma_c Jacobi 5 = 0.000338816 S
sigma_c CG 5 = 0.000382005 S
sigma_c direct, symmetrised = 0.000382021 S
mobility = 0.0637389 m^2/(V s) = 637.389 cm^2/(V s)
Jacobi steps to 1e-8 = 54
CG steps to 1e-8 = 14
sigma_c plain smearing = 0.000385457 S
CG conjugacy loss, plain = 0.0259089
CG rel. residual, plain, same steps = 1.99918e-06
T*S plain = -0.072978 V
Peltier plain = -0.0734332 V
T*S = Peltier symmetrised = -0.0726882 V
Seebeck symmetrised = -0.000242294 V/K
distorted grid mean velocity = -7230.41 m/s
drift per Jacobi step = 5.91425e-07 S
unprojected Jacobi 400 = 0.000617857 S
unprojected CG max/true in 40 steps = 2.65829e+13
projected CG sigma_c = 0.000383004 S
projected CG steps to 1e-9 = 24
isotropic sigma_c, quadrature = 2.34892e-05 S
sigma_c exact delta = 0.000395339 S
sigma 1 meV: rel.err plain -0.009189, sym -0.009537, TS/Pi-1 -0.000254
sigma 2 meV: rel.err plain -0.01653, sym -0.01792, TS/Pi-1 -0.001005
sigma 4 meV: rel.err plain -0.02474, sym -0.0303, TS/Pi-1 -0.003974
Kelvin violation exponent = 1.98408
stationary T, plain = 319.57 K
stationary T, symmetrised = 300 K
T* leading order = 319.676 K
symmetrised rate factor = 1.00469
```
